**Tougaard deconvolution tested by transport and particle simulation**

For emitters spread evenly through a half-space, the program tests $F(E)=J(E)-\int_0^\infty w(T)J(E+T)\,dT$. Here $F$ is the spectrum at the point of emission, $J$ the emitted spectrum divided by emitter density, mean free path and the cosine of the emission angle, and $w(T)=BT/(C+T^2)^2$ the universal loss function of the energy loss $T$. It asserts that $J$, found by integrating the transport equation along the path, agrees with the multiple-loss series and returns $F$ when deconvolved on a coarser energy grid. A simulation of three million electrons with random depths, free paths and losses is asserted to give equal weights for zero to four losses, the same emitted spectrum, and the correct line areas after deconvolution. Further assertions cover the area, maximum and mean of $w$, the convergence bound for up to six losses, and the recovery of $B$ from a zero of $F$. For a surface film, the program asserts that the same formula gives $F$ minus the spectrum from the film's lower face. The output shows line areas of 1.0000 and 0.5000 recovered from raw areas of 1.0333 and 0.7480, and a negative value of −0.0071 per eV below the lines for the film.

## Numerical check

```python
# Result under test: for emitters spread evenly through a half-space, the emitted
# spectrum J and the spectrum at the point of emission F obey
#     F(E) = J(E) - integral over T > 0 of w(T) J(E+T) dT,
# with J in units of (emitter density * mean free path * cos(angle)).
# w(T) = B T / (C + T^2)^2 is the universal loss function, T the energy loss.
# Energies are in eV, lengths in nm. The grid variable y = E_TOP - E grows as
# the kinetic energy E falls, so that losses shift a spectrum to larger y.
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.signal import fftconvolve

B, C = 2866.0, 1643.0
MFP, ANGLE_DEG, FILM = 2.0, 40.0, 2.0
COS = math.cos(math.radians(ANGLE_DEG))
E_TOP, SIGMA = 1010.0, 1.0
LINES = [(1000.0, 1.0), (980.0, 0.5)]          # kinetic energy, area
HARTREE = physical_constants["Hartree energy in eV"][0]


def w(T, b=B):
    return b * T / (C + T**2) ** 2


def source(y):
    norm = SIGMA * math.sqrt(2 * math.pi)
    return sum(area * np.exp(-0.5 * ((y - (E_TOP - e)) / SIGMA) ** 2) / norm
               for e, area in LINES)


def background(J, step, b=B):
    """Integral of w(T) J(E+T) on a uniform grid of the given step."""
    return step * np.convolve(w(step * np.arange(len(J)), b), J)[:len(J)]


# ---- properties of the universal loss function ----
strength = B / (2 * C)
assert abs(quad(w, 0, np.inf)[0] - strength) < 1e-6
within_100 = strength * 100**2 / (C + 100**2)
assert abs(quad(w, 0, 100)[0] - within_100) < 1e-8
mean_loss = math.pi * math.sqrt(C) / 2
mean_numeric = quad(lambda T: T * w(T), 0, np.inf, limit=200)[0] / strength
assert abs(mean_numeric - mean_loss) < 1e-4
peak_loss = math.sqrt(C / 3)
found = minimize_scalar(lambda T: -w(T), bounds=(1, 100), method="bounded")
assert abs(found.x - peak_loss) < 1e-2

# ---- fine grid, convolution powers and the convergence bound ----
h = 0.1
y = h * np.arange(1201)
w_grid = w(y)


def lose_once(spectrum):
    return h * fftconvolve(w_grid, spectrum)[:len(y)]


a = math.sqrt(B) / C
power = w_grid.copy()
for n in range(1, 7):
    bound = a ** (2 * n) * y ** (2 * n - 1) / math.factorial(2 * n - 1)
    assert np.all(power <= bound + 1e-12)      # allowance for FFT rounding
    power = lose_once(power)
rest_bound = sum(a ** (2 * n) * 100.0 ** (2 * n - 1) / math.factorial(2 * n - 1)
                 for n in range(9, 40))

F = source(y)
orders = [F]
for n in range(1, 16):
    orders.append(lose_once(orders[-1]))


# ---- transport equation d(phi)/dr = -phi + w*phi, r = path / mean free path ----
def transport(path, steps):
    """Return the path integral of phi and phi at the end (Runge-Kutta)."""
    dr = path / steps
    phi, total = F.copy(), np.zeros_like(F)
    for _ in range(steps):
        k1 = lose_once(phi) - phi
        p2 = phi + 0.5 * dr * k1
        k2 = lose_once(p2) - p2
        p3 = phi + 0.5 * dr * k2
        k3 = lose_once(p3) - p3
        p4 = phi + dr * k3
        k4 = lose_once(p4) - p4
        total += dr / 6 * (phi + 2 * p2 + 2 * p3 + p4)
        phi = phi + dr / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return total, phi


J, deep = transport(30.0, 600)
assert np.max(np.abs(deep)) < 1e-6             # deeper emitters do not matter
assert np.max(np.abs(J - sum(orders))) < 1e-5

# ---- deconvolution on a coarser grid, as for measured data ----
skip = 5
step = skip * h
yc, Jc, Fc = y[::skip], J[::skip], F[::skip]
bg = background(Jc, step)
recovered = Jc - bg
error_bulk = np.max(np.abs(recovered - Fc))
assert error_bulk < 5e-5                       # trapezoid error of 0.5 eV grid


def at(energy):
    return int(round((E_TOP - energy) / step))


def line_area(values, centre):
    i, j = at(centre + 8), at(centre - 8)
    return trapezoid(values[i:j + 1], dx=step)


raw_areas = [line_area(Jc, e) for e, _ in LINES]
areas = [line_area(recovered, e) for e, _ in LINES]
for value, (_, true_area) in zip(areas, LINES):
    assert abs(value - true_area) < 2e-4

E_ZERO = 950.0


def fitted_B(values):
    i = at(E_ZERO)
    return values[i] / background(values, step, 1.0)[i]


B_bulk = fitted_B(Jc)
assert abs(B_bulk / B - 1) < 2e-3

# ---- surface film: the homogeneous formula must fail in a known way ----
tau = FILM / (MFP * COS)
J_film, phi_end = transport(tau, 60)
phi_series = sum(tau**n * math.exp(-tau) / math.factorial(n) * term
                 for n, term in enumerate(orders))
assert np.max(np.abs(phi_end - phi_series)) < 1e-6
Jf = J_film[::skip]
film_result = Jf - background(Jf, step)
assert np.max(np.abs(film_result - (Fc - phi_series[::skip]))) < 5e-5
film_low = film_result[at(E_ZERO)]
assert film_low < -1e-3
B_film = fitted_B(Jf)
assert B_film < 0.95 * B
film_refit = Jf - background(Jf, step, B_film)
film_no_loss = 1 - math.exp(-tau)

# ---- particle simulation: random depths, free paths and losses ----
rng = np.random.default_rng(12345)
number, max_depth = 3_000_000, 30.0
total_area = sum(area for _, area in LINES)
left = max_depth * rng.random(number)
first = rng.random(number) < LINES[0][1] / total_area
position = np.where(first, E_TOP - LINES[0][0], E_TOP - LINES[1][0])
position = position + SIGMA * rng.standard_normal(number)
per_order = number / max_depth * MFP * COS     # expected escapes per loss order
unit = per_order / total_area
escaped_y, order_weight = [], []
for n in range(14):
    left = left - COS * rng.exponential(MFP, len(left))
    out = left < 0
    order_weight.append(np.count_nonzero(out) / per_order)
    seen = position[out]
    escaped_y.append(seen[seen < 115.0])
    left, position = left[~out], position[~out]
    v = rng.random(len(left))
    loss = np.full(len(left), np.inf)          # missing strength: huge loss
    ok = v < strength
    loss[ok] = np.sqrt(C * v[ok] / (strength - v[ok]))
    position = position + loss
escaped_y = np.concatenate(escaped_y)
for n in range(5):
    assert abs(order_weight[n] - 1) < 0.015    # about six standard deviations

edges = np.arange(5.0, 116.0, 10.0)
counts = np.histogram(escaped_y, edges)[0]
spline = CubicSpline(y, J)
expected = unit * np.array([spline.integrate(p, q)
                            for p, q in zip(edges[:-1], edges[1:])])
worst_sigma = np.max(np.abs(counts - expected) / np.sqrt(expected))
assert worst_sigma < 5

bins = np.arange(0.0, 115.0 + step / 2, step)
J_mc = np.histogram(escaped_y, bins)[0] / (unit * step)
F_mc = J_mc - background(J_mc, step)
centres = 0.5 * (bins[1:] + bins[:-1])


def mc_area(low, high):
    return step * np.sum(F_mc[(centres > low) & (centres < high)])


mc_main, mc_second, mc_rest = mc_area(2, 18), mc_area(22, 38), mc_area(40, 110)
assert abs(mc_main - LINES[0][1]) < 0.02
assert abs(mc_second - LINES[1][1]) < 0.02
assert abs(mc_rest) < 0.025

# ---- numbers for the text ----
print(f"B = {B:.0f} eV^2 = {B / HARTREE**2:.4f} hartree^2")
print(f"C = {C:.0f} eV^2 = {C / HARTREE**2:.4f} hartree^2")
print(f"area of w, B/(2C) = {strength:.4f}")
print(f"area of w up to 100 eV loss = {within_100:.4f}")
print(f"most probable loss = {peak_loss:.2f} eV, w there = {w(peak_loss):.5f} 1/eV")
print(f"mean loss (w normalized) = {mean_loss:.2f} eV")
print(f"a = sqrt(B)/C = {a:.5f} 1/eV")
print(f"bound on orders n>8 at 100 eV loss = {rest_bound:.1e} 1/eV")
print(f"mean free path = {MFP:.1f} nm, angle = {ANGLE_DEG:.0f} deg")
print(f"mean free path * cos(angle) = {MFP * COS:.4f} nm")
for e, area in LINES:
    print(f"line at {e:.0f} eV: area {area:.1f}, std dev {SIGMA:.1f} eV")
print(f"data grid step = {step:.1f} eV")
print("E (eV): J, background, F (all 1/eV)")
for e in (1000, 990, 980, 970, 950, 920, 900):
    i = at(e)
    print(f"{e}: {Jc[i]:.5f}, {bg[i]:.5f}, {recovered[i] + 0.0:.5f}")
print("J by number of losses (1/eV): n=1, n=2, n=3, n>3")
for e in (970, 950, 900):
    k = int(round((E_TOP - e) / h))
    t = [term[k] for term in orders]
    print(f"{e} eV: {t[1]:.5f}, {t[2]:.5f}, {t[3]:.5f}, {sum(t[4:]):.5f}")
print("areas within 8 eV of each line: raw J, recovered F")
for (e, _), r, s in zip(LINES, raw_areas, areas):
    print(f"{e:.0f} eV: {r:.4f}, {s:.4f}")
print(f"area ratio second/main: raw {raw_areas[1] / raw_areas[0]:.4f}, "
      f"recovered {areas[1] / areas[0]:.4f}")
print(f"largest error of recovered F = {error_bulk:.1e} 1/eV")
print(f"B from F=0 at {E_ZERO:.0f} eV, bulk = {B_bulk:.1f} eV^2")
print(f"simulated electrons = {number}")
print("simulated weight of n=0,1,2,3 losses (theory 1): "
      + ", ".join(f"{q:.4f}" for q in order_weight[:4]))
print(f"largest bin deviation = {worst_sigma:.2f} standard deviations")
print(f"areas from simulation: main {mc_main:.4f}, second {mc_second:.4f}")
print(f"simulation, area of F from 970 to 900 eV = {mc_rest:.4f}")
print(f"film thickness = {FILM:.1f} nm, tau = {tau:.4f}")
print(f"film: no-loss area of main line = {film_no_loss:.4f}")
print(f"film: deconvolved value at {E_ZERO:.0f} eV = {film_low:.5f} 1/eV")
print(f"film: main area with B of bulk = {line_area(film_result, 1000.0):.4f}")
print(f"film: B forced by zero at {E_ZERO:.0f} eV = {B_film:.1f} eV^2")
print(f"film: main area with forced B = {line_area(film_refit, 1000.0):.4f}")
print("success")
```

It prints:

```
B = 2866 eV^2 = 3.8706 hartree^2
C = 1643 eV^2 = 2.2189 hartree^2
area of w, B/(2C) = 0.8722
area of w up to 100 eV loss = 0.7491
most probable loss = 23.40 eV, w there = 0.01398 1/eV
mean loss (w normalized) = 63.67 eV
a = sqrt(B)/C = 0.03258 1/eV
bound on orders n>8 at 100 eV loss = 5.0e-08 1/eV
mean free path = 2.0 nm, angle = 40 deg
mean free path * cos(angle) = 1.5321 nm
line at 1000 eV: area 1.0, std dev 1.0 eV
line at 980 eV: area 0.5, std dev 1.0 eV
data grid step = 0.5 eV
E (eV): J, background, F (all 1/eV)
1000: 0.39936, 0.00041, 0.39895
990: 0.00959, 0.00959, 0.00000
980: 0.21456, 0.01509, 0.19948
970: 0.02107, 0.02107, 0.00000
950: 0.02348, 0.02347, 0.00000
920: 0.02091, 0.02091, 0.00000
900: 0.01944, 0.01944, 0.00000
J by number of losses (1/eV): n=1, n=2, n=3, n>3
970 eV: 0.01799, 0.00292, 0.00016, 0.00000
950 eV: 0.01499, 0.00727, 0.00112, 0.00009
900 eV: 0.00389, 0.00787, 0.00548, 0.00220
areas within 8 eV of each line: raw J, recovered F
1000 eV: 1.0333, 1.0000
980 eV: 0.7480, 0.5000
area ratio second/main: raw 0.7238, recovered 0.5000
largest error of recovered F = 8.6e-06 1/eV
B from F=0 at 950 eV, bulk = 2866.1 eV^2
simulated electrons = 3000000
simulated weight of n=0,1,2,3 losses (theory 1): 1.0036, 1.0008, 1.0044, 0.9983
largest bin deviation = 1.42 standard deviations
areas from simulation: main 1.0037, second 0.5020
simulation, area of F from 970 to 900 eV = -0.0032
film thickness = 2.0 nm, tau = 1.3054
film: no-loss area of main line = 0.7289
film: deconvolved value at 950 eV = -0.00710 1/eV
film: main area with B of bulk = 0.7172
film: B forced by zero at 950 eV = 1393.8 eV^2
film: main area with forced B = 0.7296
success
```
